# Love Waves in a Porous Film on a Stiff Substrate

A porous dielectric film of thickness $h$, mass density $\rho_1$ and shear modulus $\mu_1$ is bonded to a thick substrate with density $\rho_2$ and shear modulus $\mu_2$. The bulk shear speeds are $c_i=\sqrt{\mu_i/\rho_i}$. The coordinate $z$ points downward, with the free surface at $z=0$ and the interface at $z=h$. Consider a wave travelling along $x$ whose displacement is horizontal and transverse,

$$u_y(x,z,t)=U(z)\,e^{i(kx-\omega t)},\qquad \omega>0 .$$

Both media are linear, lossless and free of static stress, and each is described by one shear modulus for this motion. The pores are much smaller than the wavelength, so the film acts as a uniform medium; $\mu_1$ and $\rho_1$ belong to the porous film, not to its solid skeleton. A wave is called guided if $U$ decays to zero deep in the substrate.

## (a) The equation for the depth profile

**Find the equation and boundary conditions for $U(z)$. Show that a guided wave has real $k$ and travels more slowly than $c_2$.**

**Solution.** The displacement produces two shear stresses, $\sigma_{xy}=\mu\,\partial_x u_y$ and $\sigma_{yz}=\mu\,\partial_z u_y$. Newton's law, $\rho\,\partial_t^2u_y=\partial_x\sigma_{xy}+\partial_z\sigma_{yz}$, becomes $-\rho\omega^2U=-\mu k^2U+(\mu U')'$, or

$$(\mu U')'+(\rho\omega^2-\mu k^2)U=0. \tag{1}$$

The free surface carries no traction, so $U'(0)=0$. At the bonded interface the displacement $U$ and the traction $\mu U'$ are continuous.

Multiply (1) by $U^*$ and integrate over depth. In the integration by parts, the boundary term $\mu U'U^*$ vanishes at the surface and at infinity, and its two interface contributions cancel by continuity. Hence

$$k^2\int_0^\infty\mu|U|^2dz=\int_0^\infty\left(\rho\omega^2|U|^2-\mu|U'|^2\right)dz .$$

Both integrals are real and the one on the left is positive, so $k^2$ is real. In the substrate, (1) reads $U''=(k^2-\omega^2/c_2^2)U$. Its solutions decay only if the bracket is positive. Therefore $k^2>\omega^2/c_2^2>0$: $k$ is real, and the phase speed $c=\omega/k$ (taking $k>0$) is below $c_2$.

## (b) The dispersion relation

**Derive the relation between $\omega$ and $k$. What must hold between $c_1$ and $c_2$ for any guided wave to exist?**

**Solution.** Define

$$\beta^2=\frac{\omega^2}{c_1^2}-k^2,\qquad q^2=k^2-\frac{\omega^2}{c_2^2},\qquad q>0. \tag{2}$$

In the film $U''=-\beta^2U$ with $U'(0)=0$, so $U=\cos\beta z$ up to an overall amplitude. In the substrate $U=B\,e^{-q(z-h)}$. Continuity of displacement gives $B=\cos\beta h$. Continuity of traction gives $-\mu_1\beta\sin\beta h=-\mu_2qB$, hence

$$\mu_1\beta\sin\beta h=\mu_2q\cos\beta h. \tag{3}$$

The sign of $\beta^2$ is still open.

- If $\beta=0$, (3) reads $0=\mu_2q$, which contradicts $q>0$.
- If $\beta=i\kappa$ with $\kappa>0$, then $\beta\sin\beta h=-\kappa\sinh\kappa h$ and $\cos\beta h=\cosh\kappa h$. The left side of (3) is negative and the right side positive, so there is no solution.

Thus $\beta^2>0$, which means $c>c_1$. Together with $c<c_2$ from part (a), this requires $c_1<c_2$: the film must be the slower medium.

For real $\beta>0$, $\cos\beta h$ cannot vanish in (3), because $\sin\beta h$ would have to vanish too. Dividing by it gives the Love-wave dispersion relation

$$\boxed{\mu_1\beta\tan\beta h=\mu_2q} \tag{4}$$

or, written with the phase speed,

$$\tan\!\left(kh\sqrt{\frac{c^2}{c_1^2}-1}\right)=\frac{\mu_2\sqrt{1-c^2/c_2^2}}{\mu_1\sqrt{c^2/c_1^2-1}} .$$

The speed depends on frequency because $h$ sets a length to which the wavelength can be compared.

## (c) Which modes exist at a given frequency?

**Take $c_1<c_2$. Count the solutions of (4) at fixed $\omega$ and find the cutoff frequency, if any, of each mode.**

**Solution.** Let $x=\beta h$ and $y=qh$. Adding the two definitions in (2) eliminates $k$:

$$x^2+y^2=V^2,\qquad V=\omega h\sqrt{\frac1{c_1^2}-\frac1{c_2^2}} . \tag{5}$$

$V$ is a dimensionless frequency. Equation (4) becomes

$$x\tan x=\frac{\mu_2}{\mu_1}\sqrt{V^2-x^2},\qquad 0<x<V. \tag{6}$$

The right side is positive and falls steadily to zero at $x=V$. Solutions therefore need $\tan x>0$, so $x$ lies in one of the intervals $n\pi<x<n\pi+\pi/2$ with $n=0,1,2,\dots$ In each of them the left side rises steadily, since its derivative $\tan x+x/\cos^2x$ is positive.

For $n=0$, the left side starts from zero and the right side from $(\mu_2/\mu_1)V>0$. If $V<\pi/2$, then at $x=V$ the right side has dropped to zero while the left side is positive. If $V\ge\pi/2$, the left side grows without bound as $x\to\pi/2$ while the right side stays finite. In both cases the curves cross, and by monotonicity they cross once. This holds for every $V>0$, so **the fundamental mode has no cutoff frequency**.

For $n\ge1$, the interval is reached only if $V>n\pi$. The left side then starts from zero below a positive right side, and the same argument gives one crossing. At $V=n\pi$ the solution has $q=0$ and does not decay. The cutoffs are therefore

$$f_n=\frac{\omega_n}{2\pi}=\frac{n}{2h\sqrt{1/c_1^2-1/c_2^2}},\qquad n\ge1, \tag{7}$$

and the number of guided modes is $V/\pi$ rounded up to an integer.

## (d) What happens to the fundamental mode at low frequency?

**Find the decay constant and phase speed for $V\ll1$, and explain the result as a balance of forces.**

**Solution.** For small $x$, $x\tan x=x^2+x^4/3+\dots$ With $r=\mu_1/\mu_2$, (6) gives $y=r(x^2+x^4/3+\dots)$. Since $x^2=V^2-y^2=V^2-r^2V^4+\dots$,

$$y=rV^2\left[1+\left(\tfrac13-r^2\right)V^2+\dots\right]. \tag{8}$$

To leading order, using $\mu_1/c_1^2=\rho_1$,

$$q\simeq\frac{\mu_1V^2}{\mu_2h}=\frac{h\omega^2}{\mu_2}\left(\rho_1-\frac{\mu_1}{c_2^2}\right). \tag{9}$$

The film then moves almost rigidly through its thickness. Per unit area and displacement, its inertia contributes $h\rho_1\omega^2$ and its elastic resistance to shear along $x$ takes away $h\mu_1k^2$, with $k\simeq\omega/c_2$. The remainder is balanced by the substrate traction $\mu_2q$. Because $c_1<c_2$, the remainder is positive at any frequency, and the wave is bound, however weakly.

From (2), $k^2=\omega^2/c_2^2+q^2$, so

$$\frac{c}{c_2}=\left(1+\frac{q^2c_2^2}{\omega^2}\right)^{-1/2}\simeq1-\frac{q^2c_2^2}{2\omega^2}. \tag{10}$$

The depth $1/q$ grows as $\omega^{-2}$, while the relative speed deficit $1-c/c_2$ falls as $\omega^2$. Having no cutoff thus does not mean that the film confines the wave well.

## (e) From substrate speed to film speed

**Show that the fundamental phase speed falls steadily with frequency, and find its limits.**

**Solution.** Satisfy (5) by setting $x=V\cos\theta$, $y=V\sin\theta$ with $0<\theta<\pi/2$. Then (4) becomes

$$\frac{\mu_1}{\mu_2}\tan(V\cos\theta)=\tan\theta,\qquad V\cos\theta<\frac{\pi}{2}. \tag{11}$$

At fixed $V$ the left side falls with $\theta$ and the right side rises. Increasing $V$ at fixed $\theta$ raises the left side, so the crossing moves to larger $\theta$. Dividing $k^2=\omega^2/c_2^2+q^2$ by $\omega^2$ and using $q=V\sin\theta/h$,

$$\frac1{c^2}=\frac1{c_2^2}+\sin^2\theta\left(\frac1{c_1^2}-\frac1{c_2^2}\right).$$

Hence $c$ falls as $\omega$ rises. For $V\to0$, (11) forces $\theta\to0$ and $c\to c_2$. For $V\to\infty$, the condition $V\cos\theta<\pi/2$ forces $\theta\to\pi/2$ and $c\to c_1$.

## (f) Why the boundaries matter

**Replace the free surface by a clamped one. Then restore the free surface and make the substrate perfectly rigid. Does the lowest mode still lack a cutoff?**

**Solution.** With a clamped top, $U(0)=0$ and the film solution is $\sin\beta z$. Matching displacement and traction gives $\mu_1\beta\cos\beta h=-\mu_2q\sin\beta h$, or

$$-x\cot x=\frac{\mu_2}{\mu_1}\,y .$$

Real $x\le\pi/2$ makes the left side zero or negative, while the right side is positive. For $\beta=i\kappa$ the left side becomes $-\kappa h\coth\kappa h$, and for $\beta\to0$ it is $-1$, so these cases fail too. A guided wave needs $x>\pi/2$ and hence $V>\pi/2$. This is also sufficient: between $\pi/2$ and $\pi$ the left side rises from zero without bound, and it must meet the falling right side. The lowest mode now has a cutoff at $V=\pi/2$, because clamping forbids the nearly uniform film motion of part (d).

With a free top and a rigid substrate, the interface cannot move. Then $\cos\beta h=0$, and the lowest mode has $\beta h=\pi/2$:

$$k^2=\frac{\omega^2}{c_1^2}-\left(\frac{\pi}{2h}\right)^2,\qquad f_{\rm rigid}=\frac{c_1}{4h}. \tag{12}$$

This cutoff is a product of the rigid limit. A substrate of finite stiffness lets the interface move, and the mode continues to lower frequency by spreading downward.

## (g) A porous organosilicate film on silicon

**Take $h=500$ nm, Young modulus 5.0 GPa, Poisson ratio 0.25 and $\rho_1=1200$ kg/m³. The substrate is (001) silicon with $C_{44}=80$ GPa and $\rho_2=2330$ kg/m³, and the wave travels along [100]. Find the modes between 0.1 and 3 GHz and judge the model's limits.**

**Solution.** For this direction in a cubic crystal, both shear stresses of part (a) involve $C_{44}$ alone, so $\mu_2=C_{44}$ requires no isotropy approximation. For the film,

$$\mu_1=\frac{5.0\ \text{GPa}}{2(1+0.25)}=2.00\ \text{GPa}.$$

The speeds are $c_1=\sqrt{\mu_1/\rho_1}=1291$ m/s and $c_2=\sqrt{\mu_2/\rho_2}=5860$ m/s, so the film is the slower medium. At 1 GHz, (5) gives $V=2.3737$ and the root of (6) is $x=1.5493$. Then

$$y=\sqrt{2.3737^2-1.5493^2}=1.798,\qquad \frac1q=\frac hy=0.278\ \mu\text{m}.$$

The fundamental mode at the chosen frequencies is:

| $f$ (GHz) | $V$ | $c$ (m/s) | $1/q$ (μm) |
|---|---|---|---|
| 0.1 | 0.237 | 5857 | 348 |
| 0.3 | 0.712 | 5833 | 32.6 |
| 1.0 | 2.374 | 1674 | 0.278 |
| 2.0 | 4.747 | 1363 | 0.112 |
| 3.0 | 7.121 | 1322 | 0.072 |

The wave changes from substrate-like to film-like between 0.3 and 1 GHz, a range that contains $f_{\rm rigid}=0.65$ GHz. At 1 GHz the rigid-substrate formula (12) gives 1690 m/s, which is 1.0 % above the full result. At 0.1 GHz it has no propagating solution, whereas the true mode reaches 348 μm into the silicon. There the leading law (9) gives 355 μm, 1.9 % too deep, as the correction $V^2/3$ in (8) predicts.

Equation (7) puts the higher-mode cutoffs at 1.32 and 2.65 GHz. At 3 GHz, $V/\pi=2.27$, so there are three modes, with speeds 1322, 1685 and 5816 m/s. The third is only 13 % above its cutoff and still extends 2.5 μm into the substrate. A clamped top would give the lowest mode a cutoff at 0.66 GHz.

As an independent test, equation (1) was solved with linear finite elements, 200 of them across the film, without using (4). For all modes at the five frequencies, the speeds agree within a relative difference of $1.5\times10^{-4}$. The number of modes also changes as predicted between 3 % below and 3 % above each of the two cutoffs.

**Comparison with real films.** The material values are rough but typical of porous organosilicate dielectrics. The silicon values are rounded: with 79.6 GPa and 2329 kg/m³ the speeds at 0.1 and 0.3 GHz drop by about 13 m/s, while the fundamental speeds at 1 and 2 GHz are unchanged at the digits shown. The thickness suits an unpatterned test film; a dielectric level in fine chip wiring is thinner. With the materials fixed, (5) and (6) depend on $\omega h$, so halving $h$ doubles every frequency at which a given speed occurs. Metal lines and barrier layers break the assumption of a uniform film, and their effect is not estimated here. For an unpatterned film, the following departures can be sized at 1 GHz, with all other inputs held fixed:

- **Film modulus.** Raising it by 10 % raises the speed by 8.4 %, comparable to the 9.5 % rise from a 10 % lower film density and the 8.8 % rise from a 10 % thinner film. In the rigid approximation, differentiating (12) at fixed $\omega$ and $h$ gives $d\ln c/d\ln\mu_1=\tfrac12(c/c_1)^2\simeq0.86$. This exceeds the value ½ for a bulk wave.
- **Film stress.** A tension of 50 MPa raises the speed by 1.2 %. This is only the geometric stiffening, modelled by adding the stress to the modulus for gradients along $x$. The change of elastic constants with the strain of about 0.75 % is left out, although it is of the same size. Common nonlinear elastic laws with the same small-strain constants give net shifts from about −1 % to +2 %, so the estimate fixes the order of magnitude, not the sign.
- **Crystal direction.** Along [110] the silicon modulus for gradients along $x$ is about 51 GPa, while that for gradients along $z$ remains 80 GPa. The speed falls by 0.26 %. At 0.1 GHz, where the wave travels mainly at the silicon's speed, it falls by 20 %, close to $\sqrt{51/80}-1$.
- **Damping.** An assumed film quality factor of 100 gives an amplitude decay length of 32 μm along the surface, about 19 wavelengths.
- **Pores.** For an assumed diameter $d=2$ nm, the parameter $(\omega d/c_1)^2$ is about $10^{-4}$, which supports treating the film as uniform.

The half-space assumption fails at frequencies somewhat below those in the table. For a wafer of thickness $H=775$ μm, the depth from (9) equals $H$ at 0.068 GHz. With a stress-free back face, the substrate profile becomes proportional to $\cosh[q(h+H-z)]$, and $\mu_2q$ in (4) is replaced by $\mu_2q\tanh qH$. At 0.1 GHz this shortens the depth from 348 to 341 μm, a change of 2 %, and leaves the speed in the table unchanged at the digits shown. At 0.068 GHz the back face moves with 0.55 of the interface amplitude. A shear mode slower than $c_2$ still exists at every frequency: $y\tanh(yH/h)$ also falls steadily to zero as $x\to V$, so the crossing argument of part (c) applies unchanged. Well below 0.068 GHz this mode is a wave of the whole wafer, no longer one held near the surface. The main values are in the numerical output below.

## Calculated quantities

```
film thickness: 500 nm
film Young modulus: 5.0 GPa
film Poisson ratio: 0.25
film shear modulus mu1: 2.00 GPa
film density: 1200 kg/m3
silicon C44 (mu2): 80 GPa
silicon density: 2330 kg/m3
film shear speed c1: 1291.0 m/s
silicon shear speed c2: 5859.6 m/s
modulus ratio mu2/mu1: 40.0
fundamental mode: f GHz | V | beta*h | speed m/s | decay depth um
  0.1 | 0.2374 | 0.2374 | 5857.49 | 348.3
  0.3 | 0.7121 | 0.7119 | 5833.06 | 32.56
  1.0 | 2.3737 | 1.5493 | 1674.11 | 0.278
  2.0 | 4.7473 | 1.5621 | 1363.11 | 0.1115
  3.0 | 7.1210 | 1.5652 | 1321.73 | 0.07197
mode 1 at 3 GHz: beta*h 4.6905, speed 1684.7 m/s, depth 0.093 um
mode 2 at 3 GHz: beta*h 7.1183, speed 5816.3 m/s, depth 2.543 um
cutoff of mode 1: 1.3235 GHz
cutoff of mode 2: 2.6470 GHz
wavelength at 1 GHz: 1674 nm
low-frequency depth law at 0.1 GHz: 355.0 um
speed deficit 1-c/c2 at 0.1 GHz, full relation: 3.583e-04
speed deficit 1-c/c2 at 0.1 GHz, low-f law: 3.451e-04
largest relative speed difference from Ritz: 1.5e-04
largest relative decay difference from Ritz: 8.1e-04
mode 1, 2 GHz, speed difference, 100 film elements: 5.76e-04
mode 1, 2 GHz, speed difference, 200 film elements: 1.46e-04
guided modes for exchanged media at 1 GHz: 0
lowest cutoff with clamped top: 0.6618 GHz
rigid-substrate cutoff c1/(4h): 0.6455 GHz
rigid-substrate speed at 1 GHz: 1690.3 m/s
silicon in-plane modulus for [110]: 51 GPa
speed change for [110] at 1 GHz: -0.260 %
speed change for [110] at 0.1 GHz: -20.15 %
speed change, 50 MPa tension, 1 GHz: 1.23 %
speed change, film modulus +10 %, 1 GHz: 8.41 %
assumed film quality factor: 100
amplitude attenuation length at 1 GHz: 32.4 um
assumed pore diameter: 2 nm
pore-size parameter (omega d/c1)^2 at 1 GHz: 9.5e-05
wafer thickness: 775 um
frequency where depth law equals wafer: 0.0677 GHz
back-face/interface amplitude there: 0.549
```
